**Linearly graded junction: cube law and self-consistent built-in potential**

For net doping $ax$, the depletion approximation gives $W=[12\varepsilon(V_{bi}-V)/(qa)]^{1/3}$ and $C=\varepsilon/W$ per unit area, so $1/C^3$ is linear in the bias $V$ when the built-in potential $V_{bi}$ is held constant. Here $a$ is the doping gradient, $\varepsilon$ the permittivity, $q$ the elementary charge and $W$ the depletion width. The program asserts that the width, peak field and capacitance agree with quadrature of the charge density. It also asserts that the iterated $V_{bi}$ agrees with a Lambert-function solution and with a root finder. A numerical Poisson solution that keeps electrons and holes is required to stay within 10% of the capacitance formula at zero bias and within 3% at the reverse biases from −1 to −10 V. For the model parameters used, the output gives $V_{bi}=0.749$ V and a zero-bias width of 0.391 µm. A line fitted to the Poisson result for $1/C^3$ returns the gradient to 0.3%, but its voltage intercept is 0.661 V, about 0.09 V below $V_{bi}$.

## Verification by program

```python
"""Linearly graded p-n junction: net doping a*x, n-type for x > 0.
Results under test, in the depletion approximation:
  W = (12 eps (Vbi - V)/(q a))**(1/3),  C = eps/W per area,
  1/C**3 = 12 (Vbi - V)/(q a eps**2),
  Vbi = 2 VT ln(a W0/(2 ni)), solved together with W0 = W(V=0).
q: elementary charge, eps: permittivity, ni: intrinsic density,
VT = kT/q, V: applied bias (forward positive). Lengths are in cm.
The independent checks are quadrature of the charge, root finding, and a
numerical Poisson solution that keeps the electrons and holes.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import lambertw

q = const.e
temperature = 300.0
VT = const.k * temperature / q
eps_rel = 12.0
eps = eps_rel * const.epsilon_0 / 100.0   # F/cm
ni = 1.0e10                               # cm^-3
grad = 1.0e21                             # cm^-4


def width(barrier, a=grad):
    return (12 * eps * barrier / (q * a)) ** (1 / 3)


def updated_vbi(vbi, a=grad):
    return 2 * VT * np.log(a * width(vbi, a) / (2 * ni))


def iterate_vbi(a=grad, start=1.0):
    history = [start]
    for _ in range(100):
        history.append(updated_vbi(history[-1], a))
        if abs(history[-1] - history[-2]) < 1e-13:
            return history[-1], history
    raise RuntimeError("built-in potential did not converge")


# Self-consistent built-in potential, checked by two other methods.
vbi, history = iterate_vbi()
b = 2 * VT / 3
K = 3 * eps * grad**2 / (2 * q * ni**3)
vbi_lambert = -b * lambertw(-1 / (K * b), -1).real
vbi_low = -b * lambertw(-1 / (K * b), 0).real
vbi_root = brentq(lambda v: v - updated_vbi(v), 0.1, 2.0, xtol=1e-13)
assert abs(vbi - vbi_lambert) < 1e-10
assert abs(vbi - vbi_root) < 1e-10
assert abs(iterate_vbi(start=0.1)[0] - vbi) < 1e-10
low_edge_ratio = grad * width(vbi_low) / (2 * ni)
assert abs(low_edge_ratio - 1) < 1e-3
W0 = width(vbi)
edge_density = grad * W0 / 2
assert edge_density > 1e3 * ni

# Sensitivity of the built-in potential to the gradient.
step = 1e-3
sens_numeric = (iterate_vbi(grad * np.exp(step))[0]
                - iterate_vbi(grad * np.exp(-step))[0]) / (2 * step)
sens_formula = 2 * b / (1 - b / vbi)
assert abs(sens_numeric / sens_formula - 1) < 1e-5

# Field, barrier, width and capacitance by quadrature of the charge.
nodes, weights = np.polynomial.legendre.leggauss(8)


def integral(function, low, high):
    points = (high + low) / 2 + (high - low) / 2 * nodes
    values = np.array([function(x) for x in points])
    return (high - low) / 2 * np.dot(weights, values)


def charge_density(x):
    return q * grad * x


def field_quad(x, w):
    return integral(charge_density, -w / 2, x) / eps


def barrier_quad(w):
    return -integral(lambda x: field_quad(x, w), -w / 2, w / 2)


def width_quad(barrier):
    return brentq(lambda w: barrier_quad(w) - barrier, 1e-7, 1e-2,
                  xtol=1e-18, rtol=1e-13)


def charge_quad(barrier):
    return integral(charge_density, 0.0, width_quad(barrier) / 2)


peak_field = q * grad * W0**2 / (8 * eps)
assert abs(-field_quad(0.0, W0) / peak_field - 1) < 1e-10
for bias in (0.0, -1.0, -10.0):
    barrier = vbi - bias
    assert abs(width_quad(barrier) / width(barrier) - 1) < 1e-9
    dv = 1e-3
    cap = (charge_quad(barrier + dv) - charge_quad(barrier - dv)) / (2 * dv)
    assert abs(cap * width(barrier) / eps - 1) < 1e-5

# Poisson's equation with mobile carriers and flat quasi-Fermi levels.
# u = potential/VT is odd in x, so only the half x >= 0 is needed.
unit_length = (eps * VT / (q * grad)) ** (1 / 3)
xi = np.linspace(0.0, 20.0, 2001)
h = xi[1] - xi[0]


def full_potential(bias):
    ratio = 2 * ni * np.exp(bias / (2 * VT)) / (grad * unit_length)
    u = np.arcsinh(xi / ratio)            # neutral start, an upper bound
    bands = np.full((3, len(xi) - 2), 1 / h**2)
    for _ in range(2000):
        mid = u[1:-1]
        residual = ((u[2:] - 2 * mid + u[:-2]) / h**2
                    - ratio * np.sinh(mid) + xi[1:-1])
        bands[1] = -2 / h**2 - ratio * np.cosh(mid)
        change = solve_banded((1, 1), bands, -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-7:
            return u
    raise RuntimeError("Poisson solution did not converge")


def central_field(bias):
    u = full_potential(bias)
    return VT / unit_length * (8 * u[1] - u[2]) / (6 * h)


def full_capacitance(bias, dv=0.02):
    return eps * (central_field(bias - dv)
                  - central_field(bias + dv)) / (2 * dv)


biases = np.array([0.0, -1.0, -2.0, -4.0, -6.0, -8.0, -10.0])
W_formula = width(vbi - biases)
C_formula = 1e9 * eps / W_formula         # nF/cm^2
C_full = 1e9 * np.array([full_capacitance(v) for v in biases])
deviation = np.abs(C_full / C_formula - 1)
assert deviation[0] < 0.10
assert np.all(deviation[1:] < 0.03)
assert deviation[-1] < deviation[1] < deviation[0]

# Equilibrium potential difference between the predicted edges.
u_edge = np.interp(W0 / (2 * unit_length), xi, full_potential(0.0))
edge_drop_full = 2 * VT * u_edge
assert abs(edge_drop_full / vbi - 1) < 0.08

# Is the full solution straight as 1/C^3, and straighter than 1/C^2?
reverse = biases[1:]


def line_fit(power):
    y = C_full[1:] ** (-power)
    slope, offset = np.polyfit(reverse, y, 1)
    misfit = np.max(np.abs(y - slope * reverse - offset)) / np.ptp(y)
    return slope, offset, misfit


slope_full, offset_full, misfit3 = line_fit(3)
misfit2 = line_fit(2)[2]
assert misfit3 < 0.1 * misfit2
slope_formula = -12 / (q * grad * eps**2) * 1e-27
assert abs(slope_full / slope_formula - 1) < 0.02
grad_recovered = -12 / (q * eps**2 * slope_full * 1e27)
intercept = -offset_full / slope_full
assert 0 < vbi - intercept < 6 * VT


# Size of the neglected motion of the edges in the graded crystal.
def moving_edge_width(bias):
    def mismatch(w):
        return (q * grad * w**3 / (12 * eps)
                - 2 * VT * np.log(grad * w / (2 * ni)) + bias)
    fixed = width(vbi - bias)
    return brentq(mismatch, fixed, 1.5 * fixed, xtol=1e-18, rtol=1e-13)


moving = {v: moving_edge_width(v) for v in (-1.0, -10.0)}
shift = {v: 100 * (moving[v] / width(vbi - v) - 1) for v in moving}
assert all(0 < s < 1 for s in shift.values())

print(f"temperature = {temperature:.0f} K; VT = {VT:.6f} V")
print(f"relative permittivity = {eps_rel:.0f}; eps = {eps:.5e} F/cm")
print(f"elementary charge = {q:.6e} C")
print(f"ni = {ni:.1e} cm^-3; gradient a = {grad:.1e} cm^-4")
print(f"b = 2VT/3 = {b:.6f} V; K = {K:.4e} 1/V; K*b = {K*b:.3e}")
for number, value in enumerate(history[:6]):
    print(f"iteration {number}: Vbi = {value:.6f} V")
print(f"converged Vbi = {vbi:.6f} V")
print(f"Lambert closed form Vbi = {vbi_lambert:.6f} V")
print(f"iteration derivative b/Vbi = {b/vbi:.4f}")
print(f"rejected lower root = {vbi_low:.2e} V")
print(f"edge density / ni at lower root = {low_edge_ratio:.4f}")
print(f"zero-bias width W0 = {W0*1e4:.4f} um")
print(f"edge density a*W0/2 = {edge_density:.4e} cm^-3")
print(f"peak field at zero bias = {peak_field/1e3:.3f} kV/cm")
print(f"dVbi/d(ln a) = {sens_formula:.5f} V")
for a in (1e20, 1e21, 1e22):
    v = iterate_vbi(a)[0]
    print(f"a = {a:.0e} cm^-4: Vbi = {v:.4f} V, W0 = {width(v,a)*1e4:.4f} um")
print("V (V) | W (um) | C formula, C full (nF/cm^2) | formula 1/C^3 (cm^6/nF^3)")
for v, w, c, f in zip(biases, W_formula, C_formula, C_full):
    print(f"{v:6.1f} | {w*1e4:.4f} | {c:.3f}, {f:.3f} | {c**-3:.4e}")
print(f"C deviation at 0, -1, -10 V = {100*deviation[0]:.2f}, "
      f"{100*deviation[1]:.2f}, {100*deviation[-1]:.2f} percent")
print(f"formula slope of 1/C^3 = {slope_formula:.4e} cm^6/(nF^3 V)")
print(f"full-solution slope, -1 to -10 V = {slope_full:.4e} cm^6/(nF^3 V)")
print(f"gradient recovered from that slope = {grad_recovered:.4e} cm^-4")
print(f"full-solution voltage intercept = {intercept:.4f} V")
print(f"Vbi minus intercept = {vbi-intercept:.4f} V")
print(f"line misfit / range: 1/C^3 {misfit3:.2e}, 1/C^2 {misfit2:.2e}")
print(f"full equilibrium drop between +-W0/2 = {edge_drop_full:.4f} V")
for v in moving:
    extra = 2 * VT * np.log(moving[v] / W0)
    print(f"moving edges at {v:.0f} V: barrier +{extra:.4f} V, "
          f"W +{shift[v]:.3f} percent")
print("all tests passed")
```

Running it gives:

```
temperature = 300 K; VT = 0.025852 V
relative permittivity = 12; eps = 1.06250e-12 F/cm
elementary charge = 1.602177e-19 C
ni = 1.0e+10 cm^-3; gradient a = 1.0e+21 cm^-4
b = 2VT/3 = 0.017235 V; K = 9.9474e+18 1/V; K*b = 1.714e+17
iteration 0: Vbi = 1.000000 V
iteration 1: Vbi = 0.753911 V
iteration 2: Vbi = 0.749042 V
iteration 3: Vbi = 0.748930 V
iteration 4: Vbi = 0.748928 V
iteration 5: Vbi = 0.748928 V
converged Vbi = 0.748928 V
Lambert closed form Vbi = 0.748928 V
iteration derivative b/Vbi = 0.0230
rejected lower root = 1.01e-19 V
edge density / ni at lower root = 1.0000
zero-bias width W0 = 0.3906 um
edge density a*W0/2 = 1.9531e+16 cm^-3
peak field at zero bias = 28.760 kV/cm
dVbi/d(ln a) = 0.03528 V
a = 1e+20 cm^-4: Vbi = 0.6676 V, W0 = 0.8099 um
a = 1e+21 cm^-4: Vbi = 0.7489 V, W0 = 0.3906 um
a = 1e+22 cm^-4: Vbi = 0.8301 V, W0 = 0.1876 um
V (V) | W (um) | C formula, C full (nF/cm^2) | formula 1/C^3 (cm^6/nF^3)
   0.0 | 0.3906 | 27.201, 28.544 | 4.9688e-05
  -1.0 | 0.5182 | 20.502, 20.849 | 1.1603e-04
  -2.0 | 0.6025 | 17.634, 17.804 | 1.8238e-04
  -4.0 | 0.7230 | 14.696, 14.768 | 3.1507e-04
  -6.0 | 0.8129 | 13.071, 13.113 | 4.4776e-04
  -8.0 | 0.8863 | 11.988, 12.015 | 5.8045e-04
 -10.0 | 0.9493 | 11.193, 11.212 | 7.1314e-04
C deviation at 0, -1, -10 V = 4.94, 1.69, 0.17 percent
formula slope of 1/C^3 = -6.6345e-05 cm^6/(nF^3 V)
full-solution slope, -1 to -10 V = -6.6560e-05 cm^6/(nF^3 V)
gradient recovered from that slope = 9.9678e+20 cm^-4
full-solution voltage intercept = 0.6614 V
Vbi minus intercept = 0.0875 V
line misfit / range: 1/C^3 4.17e-04, 1/C^2 3.89e-02
full equilibrium drop between +-W0/2 = 0.7268 V
moving edges at -1 V: barrier +0.0148 V, W +0.281 percent
moving edges at -10 V: barrier +0.0460 V, W +0.142 percent
all tests passed
```
